# Choosing the Phase-Field Mobility for Diffusion-Controlled Silicide Growth

A nickel film on silicon is annealed near 573 K. A layer of Ni2Si forms between them, and nickel must cross this layer to reach the silicon and convert more of it. When the crossing is the slow step, the thickness grows as the square root of time. A phase-field program replaces the sharp silicide/silicon boundary by a smooth one and asks for a mobility, the rate at which the phase variable relaxes. Since the reaction at the boundary is meant to be fast, a very large mobility seems the natural entry. It is not the right one: at finite interface width it makes the front run ahead of the diffusion-controlled law.

The setting belongs to continuum programs. Electronic-structure calculations can supply energies and migration barriers for the diffusivity, but not this mobility, because its correct value depends on the numerical interface width.

## The law to be reproduced

Take growth in one dimension at fixed temperature, with silicon atoms immobile. Measure position $x$ by the silicon passed, expressed as the thickness of silicide that this silicon forms. The volume change on reaction then drops out, and the front position $s$ is the silicide thickness.

Let $u$ be the metal content of the silicide in excess of its value in equilibrium with silicon, scaled so that $u=1$ at the metal side. In the same unit, silicide with $u=0$ contains $\Lambda=1/\mathrm{St}$ of metal. A small $\mathrm{St}$ means a narrow composition range. With constant diffusivity $D$,

$$u_t=Du_{xx},\qquad u(0)=1,\qquad u(s)=0,\qquad \Lambda v=-Du_x(s),\qquad v=\dot s .$$

The last condition says that arriving metal converts silicon to silicide.

Try $u=f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then $u_t=-\eta f'/(2t)$ and $Du_{xx}=f''/(4t)$, so $f''+2\eta f'=0$ and $f'\propto e^{-\eta^2}$. The condition $u(s)=0$ can hold at all times if $s=2\lambda\sqrt{Dt}$ with constant $\lambda$. Hence

$$u_0=1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda},\qquad v=\lambda\sqrt{D/t}=\frac{s}{2t},\qquad -Du_{0,x}(s)=\sqrt{\frac{D}{\pi t}}\,\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}.$$

Equating the last expression to $\Lambda v$ gives

$$\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\mathrm{St},\qquad s^2=Kt,\qquad K=4\lambda^2D .$$

For small $\mathrm{St}$, $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$, so $2\lambda^2\approx\mathrm{St}$ and $K\approx2D\,\mathrm{St}$. In this limit the profile across the silicide is nearly straight.

## What the mobility multiplies

Let $\phi$ be 1 in silicide and 0 in silicon. The model treated here is

$$\tau\phi_t=W^2\phi_{xx}-\phi(1-\phi)(1-2\phi)+6\alpha\phi(1-\phi)u,$$
$$(u+\Lambda\phi)_t=Du_{xx}.$$

The mobility is $1/\tau$, $W$ sets the interface width, and $\alpha$ sets how strongly excess metal drives the conversion. The second equation conserves metal. It also lets silicon accept $u$ with the same $D$, an artificial feature whose effect is followed below.

At rest with $u=0$, let $z$ be the distance from the front, positive towards silicon. The profile is

$$\phi_0=\frac1{1+e^{z/W}},\qquad \phi_0'=-\frac{\phi_0(1-\phi_0)}W .$$

Differentiating once more, $W^2\phi_0''=-W(1-2\phi_0)\phi_0'=\phi_0(1-\phi_0)(1-2\phi_0)$, as required. Using $\phi$ as the integration variable,

$$\int\phi_0'^2\,dz=\frac1W\int_0^1\phi(1-\phi)\,d\phi=\frac1{6W}.$$

## Metal inside the smooth interface

Let the front move at speed $v$, slowly changing, so that $\partial_t\approx-v\,\partial_z$ near it. The term $-vu_z$ is smaller than $Du_{zz}$ by a factor of order $vW/D$ and is dropped. What remains is $Du_{zz}=-v\Lambda\phi_0'$, which integrates to

$$Du_z=-v\Lambda\phi_0+C .$$

On the silicon side $\phi_0=0$, so $C$ is set by the flux into silicon. That flux will turn out to be second order in $v$; therefore $C=0$ at this order.

Deep in the silicide the slope is $-v\Lambda/D$. Continue this straight line to $z=0$ and call its value there $u_s$. This is the value that a sharp-interface description assigns to the front. Writing $\phi_0=1-(1-\phi_0)$ and integrating,

$$u=u_s-\frac{v\Lambda}Dz+\frac{v\Lambda}D\int_{-\infty}^{z}(1-\phi_0)\,dz'
=u_s-\frac{v\Lambda}Dz+\frac{v\Lambda W}D\ln(1+e^{z/W}).$$

The logarithm appears because metal is used up throughout the interface: only what is still needed further ahead passes a given point, so the flux, and with it the slope of $u$, dies away towards silicon. Far into silicon the last two terms cancel and $u\to u_s$.

## The condition that fixes the mobility

Set $\phi=\phi_0+\phi_1$, with $\phi_1$ the small distortion caused by motion. Write $g'(\phi)=\phi(1-\phi)(1-2\phi)$ and $p'(\phi)=6\phi(1-\phi)$. To first order,

$$-\tau v\phi_0'=W^2\phi_1''-g''(\phi_0)\phi_1+\alpha p'(\phi_0)u .$$

Multiply by $\phi_0'$ and integrate over $z$. Two integrations by parts turn the $\phi_1$ terms into $\int\phi_1[W^2\phi_0'''-g''(\phi_0)\phi_0']dz$. The bracket is the derivative of the resting equation and vanishes. Therefore

$$-\frac{\tau v}{6W}=\alpha\int p'(\phi_0)\phi_0'\,u\,dz\equiv-\alpha\langle u\rangle,
\qquad \langle u\rangle=\frac{\tau v}{6\alpha W}.$$

The average has the positive weight $-p'(\phi_0)\phi_0'$, whose integral is $\int_0^1p'd\phi=1$. This weight is even in $z$, so $\langle z\rangle=0$. Since $\ln(1+e^{z/W})=-\ln\phi_0$,

$$\langle-\ln\phi_0\rangle=-6\int_0^1(\phi-\phi^2)\ln\phi\,d\phi=6\left(\frac14-\frac19\right)=\frac56 ,$$

where $\int_0^1\phi^n\ln\phi\,d\phi=-1/(n+1)^2$. Averaging the expression for $u$ then gives

$$u_s=\beta v,\qquad \beta=\frac{\tau}{6\alpha W}-\frac{5\Lambda W}{6D}.$$

The first term is the resistance of the phase variable to motion. The second is an error of opposite sign from the finite width. Diffusion control requires $u_s=0$, so the two must cancel:

$$\boxed{\tau^*=\frac{5\alpha\Lambda W^2}{D}}$$

The calibrated mobility $1/\tau^*$ is finite and rises as $1/W^2$ when the interface is made thinner.

The number 5 belongs to this choice of functions. Suppose a program stores metal as $\Lambda p(\phi)$, with $p=\phi^2(3-2\phi)$, instead of $\Lambda\phi$. The integral of $1-\phi_0$ is then replaced by that of $1-p(\phi_0)$. With $dz=-W\,d\phi/[\phi(1-\phi)]$ and the order of integration exchanged, its average divided by $W$ is

$$\int_0^1\frac{p(1-p)}{\phi(1-\phi)}d\phi=\int_0^1(3q+4q^2)\,d\phi=\frac12+\frac4{30}=\frac{19}{30},\qquad q=\phi(1-\phi).$$

Here $p(1-p)=q^2(3-2\phi)(1+2\phi)=q^2(3+4q)$ was used. The calibrated time becomes $6\times\frac{19}{30}=3.8$ times $\alpha\Lambda W^2/D$. A mobility therefore cannot be carried between programs without comparing their interpolation functions.

## How a wrong mobility moves the front

Let $\tau=r\tau^*$, so that $\beta=(5\Lambda W/6D)(r-1)$. Suppose the front sits at $s_0-\delta$, where $s_0$ is the sharp position, while the silicide keeps the field $u_0$. The value at the displaced front is $-\delta u_{0,x}(s_0)=\delta\Lambda v/D$. Setting it equal to $\beta v$ gives the constant

$$\delta=\frac{\beta D}{\Lambda}=\frac56W(r-1).$$

The flux must also balance. Differentiating $u_0(s_0(t),t)=0$ in time gives $u_{0,t}=-vu_{0,x}$, hence $Du_{0,xx}=\Lambda v^2/D$ at $s_0$. The flux arriving at the displaced front is thus

$$-Du_{0,x}(s_0-\delta)\approx\Lambda v+\delta Du_{0,xx}=\Lambda v+\beta v^2 .$$

The surplus $\beta v^2$ enters silicon. There the field $u=\beta v\,e^{\lambda^2-x^2/4Dt}$ solves the diffusion equation, because $v\propto t^{-1/2}$. It has the required value $\beta v$ at $s_0$, and its flux there is $\beta v\,s_0/(2t)=\beta v^2$. The balance closes to first order, and the silicon flux is second order in $v$, as assumed earlier. In a test at $s_0=100$ nm, reducing $\delta$ from 4 to 2 nm reduced the remaining flux error by a factor of 4.008, as a second-order remainder should.

A mobility that is too small ($r>1$) makes the front lag by a fixed distance. Infinite mobility ($r=0$) puts it ahead by $5W/6$. The sign and size do not depend on $\mathrm{St}$ at this order.

**A real interface reaction.** Some contacts do have a slow boundary reaction, $v=k_ru(s)$, which means $\beta=1/k_r$. It is represented by

$$\tau=\tau^*+\frac{6\alpha W}{k_r}.$$

For small $\mathrm{St}$ and no metal entering silicon, the straight profile gives $\Lambda v=D(1-\beta v)/s$. Hence $v(s+\delta)=D/\Lambda$, and integration from $s=0$ gives

$$s^2+2\delta s=2D\,\mathrm{St}\,t,\qquad \delta=\frac{D\,\mathrm{St}}{k_r}.$$

Thick layers follow the parabolic law with lag $\delta$. For $s\ll\delta$, growth is linear, $s\approx k_rt$. The present phase-field model should not be used in that linear limit: $u_s$ is then close to 1, and the artificial uptake by silicon is no longer small.

## Calibrating by convergence

A run usually starts from a finite layer, and its first adjustment acts like a shift $t_1$ of the time origin. Since $\sqrt{K(t+t_1)}-\sqrt{Kt}\approx Kt_1/(2s)$, this part of the lag decays as $1/s$. If no other part of the lag is still decaying, it has the form $L=\ell+b/s$ with constant $\ell$ and $b$. Two readings at sharp thicknesses $s_1$ and $s_2$ eliminate $b$:

$$\ell=\frac{s_2L_2-s_1L_1}{s_2-s_1}.$$

Because $\ell$ is linear in $r$ at leading order, runs at $r=0$ and $r=2$ suffice to locate its zero:

$$r_{\rm cal}=\frac{-2\ell(0)}{\ell(2)-\ell(0)} .$$

Repeat this with smaller $W$, and also with cells and steps that are finer relative to $W$. If the model and its discretization are sound, $r_{\rm cal}$ approaches 1 when both refinements are made; with cells and steps in fixed proportion to $W$, a small discretization error remains.

The example uses $D=60\ \mathrm{nm^2/s}$, $\mathrm{St}=0.05$ and $\alpha=0.1$. Then $\lambda=0.1568$ and $K=5.902\ \mathrm{nm^2/s}$ ($5.902\times10^{-14}\ \mathrm{cm^2/s}$), close to the estimate $2\times60\times0.05=6$. Reaching 100 nm takes $100^2/5.902=1694$ s, or 28.2 min. The runs start at 10 nm, and lags are read at 50 and 100 nm. Cells of $W/4$ and steps that move the front by about $0.15W$ are held in proportion to $W$.

For $W=0.5$ nm,

$$\tau^*=\frac{5\times0.1\times20\times0.5^2}{60}=0.0417\ \mathrm s .$$

The persistent lags at $r=0$ and 2 are $-0.4206$ and $0.4300$ nm, against the predictions $-5W/6=-0.4167$ nm and $5W/6=0.4167$ nm. Thus $r_{\rm cal}=0.8412/0.8506\approx0.989$. The three widths give:

| $W$ (nm) | $r_{\rm cal}$ | lag at 100 nm, $r=1$ (nm) |
|---|---|---|
| 2.0 | 0.977 | 0.056 |
| 1.0 | 0.985 | 0.017 |
| 0.5 | 0.989 | 0.006 |

With the formula's mobility the front error falls about threefold per halving of $W$ over these three widths. This factor is not an order of convergence. It mixes a finite-width part that falls as $W^2$ with a discretization part proportional to $W$, about $0.007\times5W/6$ by the estimate below. At $W=0.5$ nm the error is 0.006% of the thickness, and roughly half of it comes from the cells and steps. With cells held at $W/4$ the factor would sink towards two.

The calibrated ratios do not appear to tend to 1 at fixed $W/4$ cells: their successive differences, 0.008 and 0.004, point to about 0.993. Halving cells and steps at $W=1$ nm raises $r_{\rm cal}$ from 0.985 to 0.990. If the discretization error is second order, its full removal would add about 0.007 to the coarse value, which also accounts for the missing 0.007 in the limit. This is an extrapolation, not a separate test. A run pair with $\mathrm{St}=0.3$ and $\alpha=0.2$, at $W=1$ nm, gives 0.985 as well, which supports the scaling of $\tau^*$ with $\alpha\Lambda$.

The lag changes with $r$ some 2 to 3% faster than predicted. Most of this arises because silicon starts empty of $u$ and needs time to acquire its small field. For $r\ne1$ the filling adds a part to the lag that is proportional to $r-1$ and decays more slowly than $1/s$. The two-reading formula does not remove it, so $\ell$ depends on the readings chosen and approaches the prediction as they are taken later. This part has opposite signs at $r=0$ and $r=2$, so it nearly cancels in $r_{\rm cal}$.

## Guidance for the settings

**Width.** The sharp law gives $\Lambda v/D\approx1/s$ for small $\mathrm{St}$, so on the silicide side of the interface $u$ changes by about $W/s$ over a distance $W$. Keep this small from the start of the run. At $W=2$ nm and $s=10$ nm it is 0.2. The driving term then reaches roughly $1.5\times0.1\times0.2=0.03$, compared with a largest restoring term of 0.096. That start is only moderately gentle; the thinner interfaces are safer. The 10–90% width is $2W\ln9$, or 2.2 nm for $W=0.5$ nm.

**Coupling.** For small $\phi$ the local part of the phase equation is $\tau\phi_t=-(1-6\alpha u)\phi$. Choosing $\alpha<1/6$ keeps silicon locally stable for every $u$ between 0 and 1. Larger values can work when $u$ near silicon stays small, as in the run pair with $\alpha=0.2$.

**Mobility.** Recompute $\tau^*$ whenever $W$, $D$, $\alpha$ or $\mathrm{St}$ changes. Keeping $\tau$ fixed while refining $W$ leaves the calibrated line: $\tau/(6\alpha W)$ then grows, and the simulation drifts towards reaction control.

**Time step.** A first-order implicit step can imitate a wrong mobility. In the straight-profile limit it reads $s_{n+1}-s_n=K\Delta t/(2s_{n+1})$. With $\Delta s=s_{n+1}-s_n$, this gives $s_{n+1}^2-s_n^2=K\Delta t-(\Delta s)^2$. For equal front steps the summed deficit in $s^2$ is $\Delta s(s-s_{\rm start})$, so the lag tends to $\Delta s/2$. This estimate treats the front as sharp. In the phase-field equations the same step also alters $u$ inside the interface, so the estimate gives only the scale of the lag: some hundredths of $W$ for steps of $0.15W$. The runs above use a second-order formula after the first step.

**What to compare.** Compare front positions, not just a fitted parabolic constant. Between $s_1$ and $s_2$, a constant lag changes the difference of squares to $(s_2-s_1)(s_1+s_2-2\delta)$. The relative error of $K$ is $-2\delta/(s_1+s_2)$, which vanishes for thick layers although the front remains displaced. At $W=2$ nm and infinite mobility the fitted value is 6.034 instead of 5.902 $\mathrm{nm^2/s}$, an error of 2.2%, while the persistent displacement is 1.7 nm.

## The model beside a real nickel contact

The values of $D$ and $\mathrm{St}$ are rough choices that place growth in the regime of Ni2Si near 573 K; they are not measurements. A 100 nm layer is thick compared with contacts in small modern transistors, where a 1 nm lag would matter more. Such a lag corresponds here to $k_r=0.05\times60/1=3$ nm/s, and a slower reaction gives a larger one. Temperature is a greater concern: with a rough activation energy of 1.5 eV, an extra 5 K increases the thickness at fixed time by 14%. Real silicides also conduct metal along grain boundaries. If $D$ varies inversely with grain size, and that size rises by 20% in proportion to thickness during growth, the time to 100 nm increases by 13%. The layer consumes about 67 nm of nickel; a thinner film runs out, the condition $u(0)=1$ fails, and further phases may form. Nickel dissolved in a 0.5 mm wafer is below $10^{-4}$ of that in the silicide for a rough solubility bound of $10^{15}\ \mathrm{cm^{-3}}$. The uptake of $u$ by model silicon is thus a numerical device. Calibration makes it harmless when growth is diffusion-controlled, but not when a slow interface reaction keeps $u_s$ well above zero. These physical uncertainties far exceed the calibrated front error, so refining $W$ further would not make the prediction for a real film more reliable. The remaining values are in the numerical output.

## Computed values

```
Inputs: D = 60.0 nm^2/s, St = 0.050, alpha = 0.10
Start, middle, end thickness: 10, 50, 100 nm
Growth number lambda = 0.156821
Sharp parabolic constant K = 5.9023 nm^2/s = 5.902e-14 cm^2/s
Small-St estimate 2 D St = 6.0000 nm^2/s
Time to end thickness = 1694.3 s = 28.24 min
Metal supplied / metal stored = 1.00000000
Integral of squared slope times W = 0.166667
Weighted mean of logarithm = 0.833333
Flux error ratio, shift 4 nm to 2 nm = 4.0080
W = 2.0 nm: 10-90% width 8.79 nm, tau* = 0.66667 s, 1/tau* = 1.5000 1/s
  persistent lag, r = 0, 1, 2: -1.6716, 0.0354, 1.7520 nm; 5W/6 = 1.6667 nm
  calibrated r = 0.9765; calibrated tau = 0.65100 s
  r = 1: lag at end thickness = 0.05618 nm
  K from runs, r = 0, 1, 2: 6.0341, 5.8995, 5.7647 nm^2/s
W = 1.0 nm: 10-90% width 4.39 nm, tau* = 0.16667 s, 1/tau* = 6.0000 1/s
  persistent lag, r = 0, 1, 2: -0.8394, 0.0118, 0.8653 nm; 5W/6 = 0.8333 nm
  calibrated r = 0.9849; calibrated tau = 0.16414 s
  r = 1: lag at end thickness = 0.01734 nm
  K from runs, r = 0, 1, 2: 5.9684, 5.9013, 5.8342 nm^2/s
W = 0.5 nm: 10-90% width 2.20 nm, tau* = 0.04167 s, 1/tau* = 24.0000 1/s
  persistent lag, r = 0, 1, 2: -0.4206, 0.0044, 0.4300 nm; 5W/6 = 0.4167 nm
  calibrated r = 0.9889; calibrated tau = 0.04120 s
  r = 1: lag at end thickness = 0.00582 nm
  K from runs, r = 0, 1, 2: 5.9354, 5.9019, 5.8684 nm^2/s
W = 1 nm, cells and steps halved: calibrated r = 0.9902
W = 1 nm, St = 0.3, alpha = 0.2: calibrated r = 0.9845
Reaction speed k_r giving 1 nm lag = 3.00 nm/s
Rough inputs: T = 573 K, activation energy = 1.5 eV
Thickness gain at fixed time for +5 K = 14.0 %
Extra time if grains grow by 20 % = 13.3 %
Rough atomic volumes: Ni 0.01090, Si 0.02001 nm^3; Ni2Si formula unit 0.03276 nm^3
Film consumed: Ni 66.6 nm, Si 61.1 nm
Rough solubility bound 1e+15 cm^-3, wafer 0.5 mm
Ni dissolved in wafer / Ni in silicide < 8.2e-05
```
